# Phonon Sidebands and the Zero-Phonon Line of a Point Defect, part 2

A point defect emits light in a transition from an upper electronic state e to a lower one g. For one vibrational mode with mass-weighted coordinate \(Q\) and \([Q,P]=i\hbar\), the potentials are harmonic with the same angular frequency \(\omega\) and minima \(\Delta Q\) apart:

\[
H_g=\frac{P^2}{2}+\frac{\omega^2Q^2}{2},\qquad
H_e=E_{\rm ZPL}+\frac{P^2}{2}+\frac{\omega^2(Q-\Delta Q)^2}{2}.
\]

The levels of \(H_g\) are \(|n\rangle\), and the lowest level of \(H_e\) is \(|\chi\rangle\). The lowering operators are \(a\) for the lower oscillator and \(b=a-\alpha\) for the upper one, with \(a|\chi\rangle=\alpha|\chi\rangle\). The amplitudes \(c_n=\langle n|\chi\rangle\) and the Huang–Rhys factor \(S\) are

\[
c_n=\frac{\alpha^n}{\sqrt{n!}}\,c_0,\qquad
S=\alpha^2=\frac{\omega\,\Delta Q^2}{2\hbar}.
\]

At zero temperature and with a constant transition dipole \(\mu_0\), the line at \(E_n=E_{\rm ZPL}-n\hbar\omega\) has the Franck–Condon weight

\[
P_n=|\langle n|\chi\rangle|^2=e^{-S}\frac{S^n}{n!},\qquad P_0=e^{-S}.
\]

This Poisson distribution has mean and variance \(S\), so \(\langle n^2\rangle=S^2+S\). The relaxation energy, released when the nuclei relax after a vertical transition, is \(S\hbar\omega\). The weights were also checked by diagonalizing both Hamiltonians on a grid of \(Q\).

The example is the negatively charged nitrogen-vacancy (NV) centre in diamond, represented by one mode with the rough values \(\hbar\omega=65\) meV, \(\Delta Q=0.70\ {\rm amu}^{1/2}\,\text{Å}\) and \(E_{\rm ZPL}=1.95\) eV. With \(\hbar^2/({\rm amu}\,\text{Å}^2)=4.180\) meV, these give \(S=3.81\) and \(P_0=0.02216\).

Part (f) now turns to many modes.

**Question.** Let the two states have harmonic potentials in many mass-weighted coordinates, with the same matrix of second derivatives \(K\) but different minima. Find the zero-phonon weight and the distribution of the total phonon number. Must the modes have equal frequencies?

**Solution.** The symmetric matrix \(K\) has orthonormal eigenvectors and eigenvalues \(\omega_k^2\). An orthogonal change of coordinates leaves the kinetic energy \(\sum P_k^2/2\) unchanged. Because \(K\) is common to both states, the same change separates both Hamiltonians. Mode \(k\) then has its own displacement \(\Delta Q_k\) and

\[
S_k=\frac{\omega_k\Delta Q_k^2}{2\hbar}.
\]

The vibrational states are products, so the weights multiply:

\[
P(n_1,n_2,\ldots)=\prod_k e^{-S_k}\frac{S_k^{n_k}}{n_k!}.
\]

With all \(n_k=0\), the zero-phonon weight is \(\exp(-\sum_kS_k)\). For a total number \(N\), sum over all sets with \(\sum_kn_k=N\). The multinomial theorem gives

\[
\sum_{\sum n_k=N}\prod_k\frac{S_k^{n_k}}{n_k!}=\frac{1}{N!}\Big(\sum_kS_k\Big)^N .
\]

The total number is thus Poisson distributed with \(S=\sum_kS_k\). The modes may have different frequencies. What must be equal is the matrix \(K\) in the two electronic states. Different mode frequencies spread the lines, which lie at \(E_{\rm ZPL}-\sum_kn_k\hbar\omega_k\), so the \(N\)-phonon group need not be one sharp line.

A coupled example tests this. In units with \(\hbar\) and the mass equal to 1, take \(K_{11}=1\), \(K_{22}=1.9\), \(K_{12}=0.35\) and the displacement \((0.9,-0.5)\). The mode frequencies are 0.938 and 1.421, and the two factors add to \(S=0.505\). Diagonalizing the lower state on a two-dimensional grid and projecting the shifted Gaussian ground state on its levels gives total weights 0.6035, 0.3048 and 0.0770 for zero, one and two phonons, as the Poisson law with this \(S\) requires.

The result also shows why relaxation energy alone does not determine the zero-phonon weight. A mode that takes up a relaxation energy \(R_k\) contributes \(S_k=R_k/\hbar\omega_k\). At fixed \(R_k\), a softer mode costs more zero-phonon weight.

### (g) From weights to photon counts

**Question.** In a medium of constant refractive index, the spontaneous emission rate of a line contains the factor \(E_n^3\). Find the zero-phonon share of the emitted photons in the one-mode model and evaluate it for diamond.

**Solution.** Two powers of the energy come from the density of photon modes and one from the squared electric field per photon. The share of photons is therefore

\[
f_0=\frac{E_{\rm ZPL}^3P_0}{\sum_nE_n^3P_n}.
\]

To evaluate the sum, let \(M=E_{\rm ZPL}-S\hbar\omega\) be the mean line energy and \(\delta=n-S\). Then \(E_n=M-\hbar\omega\,\delta\), and

\[
E_n^3=M^3-3M^2\hbar\omega\,\delta+3M(\hbar\omega)^2\delta^2-(\hbar\omega)^3\delta^3 .
\]

The averages \(\langle\delta\rangle=0\) and \(\langle\delta^2\rangle=S\) are known. For the cube, cancelling three factors of the factorial gives \(\langle n(n-1)(n-2)\rangle=S^3\). Since \(n^3=n(n-1)(n-2)+3n(n-1)+n\), we have \(\langle n^3\rangle=S^3+3S^2+S\), and

\[
\langle\delta^3\rangle=\langle n^3\rangle-3S\langle n^2\rangle+2S^3
=S^3+3S^2+S-3S(S^2+S)+2S^3=S .
\]

The denominator is therefore

\[
\sum_nE_n^3P_n=M^3+3MS(\hbar\omega)^2-S(\hbar\omega)^3 .
\]

The sum formally includes \(n>30\), where \(E_n\) is negative for the diamond numbers. The weight there is below \(10^{-16}\) and has no effect on the result.

With \(M=1.7024\) eV the three terms are 4.934, 0.082 and \(-0.001\ {\rm eV}^3\), with the sum 5.015. The numerator factor is \(1.95^3=7.415\ {\rm eV}^3\). Hence

\[
f_0=0.02216\times\frac{7.415}{5.015}=0.033 .
\]

The photon share is 48% larger than the Franck–Condon weight. Poisson statistics therefore apply to the counts after each line has been divided by \(E_n^3\) and the set has been normalized again. If the raw share were inserted in \(S=-\ln P_0\), the result would be 3.42 instead of 3.81. An optical cavity or another structure can change the density of photon modes at the defect. While the emission is still described by a rate, this local density replaces the two powers of \(E_n\) that came from the uniform medium, and the one power from the squared field remains.

### (h) Finite temperature

**Question.** Suppose that the upper state reaches thermal equilibrium before it emits. Find the zero-phonon weight when \(S\) is spread over many weakly shifted modes. Explain why a single strongly shifted mode can behave differently.

**Solution.** Consider one mode with a small shift \(q\) and \(s=\omega q^2/(2\hbar)\). Its upper level \(m\) is the lower level \(m\) moved by \(q\), that is \(e^{-iPq/\hbar}|m\rangle\). The amplitude for a transition that leaves \(m\) unchanged is

\[
\langle m|e^{-iPq/\hbar}|m\rangle
=1-\frac{iq}{\hbar}\langle P\rangle_m-\frac{q^2}{2\hbar^2}\langle P^2\rangle_m+O(q^4).
\]

Odd powers vanish by parity. Half of the energy of an oscillator level is kinetic, so \(\langle P^2\rangle_m=\hbar\omega(m+\tfrac12)\). The amplitude is \(1-s(m+\tfrac12)+O(s^2)\), and its square is

\[
1-s(2m+1)+O(s^2).
\]

The thermal mean of \(m\) is \(\bar n=1/(e^{\hbar\omega/k_BT}-1)\). For \(N\) such modes with \(s=S/N\), the product is

\[
\left[1-\frac{S(2\bar n+1)}{N}+O(N^{-2})\right]^N
\longrightarrow e^{-S(2\bar n+1)} .
\]

For different frequencies the exponent is \(-\sum_kS_k(2\bar n_k+1)\). At zero temperature \(\bar n=0\), and part (f) is recovered.

For the diamond numbers \(\bar n\) is \(5.6\times10^{-5}\) at 77 K, and the weight is unchanged at the 0.1% level if all modes lie at 65 meV. Softer modes are already occupied at this temperature and lower it further. At 300 K \(\bar n=0.088\), and the weight is \(e^{-3.81\times1.176}=0.011\), about half the cold value.

A single mode has a further feature: every transition \(m\to m\) falls at the zero-phonon energy, and with a strong shift the weight of these lines need not decrease with \(m\). For \(m=1\) the upper level is \(b^\dagger|\chi\rangle=(a^\dagger-\alpha)|\chi\rangle\). Using \(\langle1|a^\dagger=\langle0|\) and \(c_1=\alpha c_0\),

\[
\langle1|(a^\dagger-\alpha)|\chi\rangle=c_0-\alpha c_1=c_0(1-S).
\]

Its weight is \(e^{-S}(1-S)^2\), which is 0.175 here, far above 0.022. To first order in \(\bar n\), the levels 0 and 1 have populations \(1-\bar n\) and \(\bar n\), and the line has the weight

\[
e^{-S}\left\{1+\bar n\left[(1-S)^2-1\right]\right\}
=e^{-S}\left[1+\bar n\,S(S-2)\right].
\]

It grows on first heating if \(S>2\). The full thermal sum for the single mode at 300 K is 0.033, higher than the cold value.

The two results differ in what is counted. If many modes had the same frequency, a quantum could move from one to another without changing the photon energy, and these exchange lines would also fall at the zero-phonon energy. In a crystal the frequencies are spread, so such exchanges form a background around the line. The many-mode formula counts the unchanged transitions alone. It is the suitable one when the spread of mode energies is much larger than the width of the line, so that the background can be separated from it.

Soft modes matter more as the temperature rises. If 10% of the same total \(S\) belongs to modes at 20 meV, where \(\bar n=0.86\) at 300 K, the weight falls from 0.011 to 0.006. At zero temperature this redistribution would leave the weight \(e^{-S}\) unchanged, although it lowers the relaxation energy and so shifts the photon share of part (g) slightly.

### (i) Unequal frequencies and a varying dipole

**Question.** Find the zero-phonon weight when the two states have frequencies \(\omega_g\) and \(\omega_e\). Then return to equal frequencies and let the dipole be \(\mu_0(1+\eta Q/\Delta Q)\). Evaluate both effects for changes of 10%.

**Solution.** The overlap of the two normalized Gaussians is

\[
\langle0|\chi\rangle=\frac{(\omega_g\omega_e)^{1/4}}{\sqrt{\pi\hbar}}
\int dQ\,\exp\!\left[-\frac{\omega_gQ^2+\omega_e(Q-\Delta Q)^2}{2\hbar}\right].
\]

Completing the square with \(Q_c=\omega_e\Delta Q/(\omega_g+\omega_e)\) gives

\[
\omega_gQ^2+\omega_e(Q-\Delta Q)^2
=(\omega_g+\omega_e)(Q-Q_c)^2+\frac{\omega_g\omega_e}{\omega_g+\omega_e}\Delta Q^2 .
\]

The integral over the first term is \(\sqrt{2\pi\hbar/(\omega_g+\omega_e)}\). Squaring the overlap,

\[
P_0=\frac{2\sqrt{\omega_g\omega_e}}{\omega_g+\omega_e}
\exp\!\left[-\frac{\omega_g\omega_e\Delta Q^2}{\hbar(\omega_g+\omega_e)}\right].
\]

Equal frequencies restore \(e^{-S}\). At \(\Delta Q=0\) the prefactor is still below 1 if the frequencies differ. The missing weight goes to even phonon numbers, by parity, so the law is no longer Poisson. With \(\omega_g\) and \(\Delta Q\) fixed, lowering \(\omega_e\) by 10% gives 0.027, and raising it by 10% gives 0.018.

For the varying dipole, the product of the two equal-width Gaussians is centred at \(\Delta Q/2\). The zero-phonon amplitude therefore contains \(1+\eta/2\). The total strength is the mean of \((1+\eta Q/\Delta Q)^2\) in \(\chi\), where \(Q\) has the mean \(\Delta Q\) and the variance \(\hbar/(2\omega)=\Delta Q^2/(4S)\). The zero-phonon fraction is

\[
e^{-S}\frac{(1+\eta/2)^2}{(1+\eta)^2+\eta^2/(4S)} .
\]

For \(\eta=0.1\) it is 0.020, a decrease of 9%.

### (j) Anharmonicity, electronic degeneracy and the real centre

**Question.** Estimate the effect of a lower potential whose first level spacing is reduced by 1%. The upper state of the real centre is also an orbital doublet; estimate the effect of its coupling to a pair of modes. Compare the model with the real centre.

**Solution.** Use the Morse potential \(D(1-e^{-\kappa Q})^2\) with the same curvature at its minimum. Its levels are \(\hbar\omega[(n+\tfrac12)-x_e(n+\tfrac12)^2]\) with \(x_e=\hbar\omega/4D\), so the first spacing is \(\hbar\omega(1-2x_e)\). A 1% reduction means \(x_e=0.005\) and \(D=3.25\) eV. Numerical diagonalization gives \(P_0=0.030\) if the upper minimum lies on the soft side, \(Q>0\), and 0.017 if it lies on the hard side.

First-order perturbation theory explains the sign. With \(y=Q\sqrt{\omega/\hbar}\), the cubic term of the Morse potential is \(-0.05\,\hbar\omega\,y^3\). From \(y=(a+a^\dagger)/\sqrt2\),

\[
y^3|0\rangle=\frac{3|1\rangle+\sqrt6\,|3\rangle}{2\sqrt2}.
\]

Division by the excitation energies \(\hbar\omega\) and \(3\hbar\omega\) gives admixtures 0.053 of \(|1\rangle\) and 0.014 of \(|3\rangle\). Relative to \(c_0\), the amplitudes in \(\chi\) are \(\pm\alpha=\pm1.95\) and \(\pm\alpha^3/\sqrt6=\pm3.04\), with the upper sign for the soft side. The overlap changes by the factor \(1\pm0.147\), which gives weights 0.029 and 0.016, close to the full results.

For the doublet, let two equal modes \(X,Y\), in the same dimensionless units, couple through \(\hbar\omega F(X\sigma_z+Y\sigma_x)\), where the Pauli matrices act on the two orbitals. The lower potential sheet is \(\hbar\omega(\rho^2/2-F\rho)\) with \(\rho^2=X^2+Y^2\). Its minimum gives the Jahn–Teller energy \(E_{\rm JT}=\hbar\omega F^2/2\). For a rough 40 meV, and with the same 65 meV assumed for this pair of modes, diagonalization gives a zero-phonon factor 0.53. The factor depends only on the ratio \(E_{\rm JT}/\hbar\omega\), here 0.62, and both energies are rough inputs. It multiplies \(P_0\) if the symmetric mode shifts equally for both orbitals, and the product is 0.012. If the effective \(\Delta Q\) already includes part of this distortion, the factor counts that part twice.

For the real centre, the zero-phonon share of cold emission is roughly a few percent, and the model's 3.3% of photons has that size. The agreement is not a confirmation, because \(\Delta Q\) is a rough input and a 10% change moves \(P_0\) by a factor of about two. The real crystal has a broad range of mode frequencies and a Jahn–Teller active upper state. In the estimates above, room temperature lowers \(P_0\) by a factor of about 2 if all modes lie at 65 meV and by 3.5 with the assumed soft-mode share, which is an illustration and not a property taken from the real centre, and the added Jahn–Teller coupling lowers it by 1.9. These are separate estimates made with the other settings held fixed, and they should not be combined as independent corrections. The complete set of values is in the numerical output below.

## Numbers as computed

```
INPUTS (rough, NV-centre regime)
phonon energy = 65.0 meV
displacement dQ = 0.70 amu^1/2 angstrom
zero-phonon energy = 1.950 eV
COLD WEIGHTS
hbar^2/(amu angstrom^2) = 4.1802 meV
oscillator length = 0.2536 amu^1/2 angstrom
Huang-Rhys factor S = 3.8097
exp(-S) = 0.02216
zero-phonon weight from grid = 0.02216
largest grid-formula gap = 9.7e-15
mean phonon number from grid = 3.8097
phonon variance from grid = 3.8097
relaxation energy = 247.6 meV
mean line energy = 1.7024 eV
sideband std deviation = 126.9 meV
n, line energy (eV), weight, photon-count share
0  1.950  0.02216  0.03276
1  1.885  0.08441  0.11273
2  1.820  0.16078  0.19328
3  1.755  0.20417  0.22008
4  1.690  0.19446  0.18717
5  1.625  0.14816  0.12678
6  1.560  0.09407  0.07122
7  1.495  0.05120  0.03411
8  1.430  0.02438  0.01422
9  1.365  0.01032  0.00523
TWO COUPLED MODES (hbar = mass = 1)
frequencies = 0.9380, 1.4213
S of modes = 0.4818, 0.0232
sum of S = 0.5051
weights of 0,1,2 phonons = 0.60347, 0.30479, 0.07697
NEGLECTED EFFECTS: zero-phonon weight
mean occupation at 77 K = 5.57e-05
mean occupation at 300 K = 0.0880
77 K, many modes = 0.02215
300 K, many modes = 0.01133
300 K, single mode = 0.03347
m=1 to m=1 weight, single mode = 0.17490
soft-mode energy = 20 meV, share of S = 0.1
300 K, with soft modes = 0.00631
upper frequency -10% = 0.02704
upper frequency +10% = 0.01846
Morse depth = 3.25 eV (first spacing -1%)
Morse, shift to soft side = 0.02984
Morse, shift to hard side = 0.01655
dipole +10% over dQ = 0.02018
dQ -10% = 0.04569
dQ +10% = 0.00995
Jahn-Teller energy (rough) = 40 meV
Jahn-Teller extra factor = 0.5264
weight with that factor = 0.01166
```
